# How precisely do five films fix the growth per cycle?

**Question.** Five films are made by atomic layer deposition with 100, 200, 300, 400 and 500 cycles. The thickness of each carries an independent error of 0.2 nm. A straight line is fitted to thickness against cycle number, and its slope is taken as the growth per cycle. How uncertain is that slope, how does the uncertainty change with the number and spacing of the films, and when does it stop describing the real uncertainty?

**Answer.**

## What is being fitted

Let film $i$ have received $N_i$ cycles and have measured thickness $h_i$, in nm. The model is

$$h_i=b+gN_i+e_i ,$$

where $g$ is the growth per cycle in nm/cycle, $b$ is the intercept in nm, and $e_i$ is the thickness error of that film. Three assumptions are made about the errors: their mean is zero, they are independent from film to film, and they share one standard deviation $\sigma=0.2$ nm. The cycle numbers are counted, so they carry no error.

The intercept is left free for a physical reason. If growth starts late because the bare substrate offers few reactive sites, every film lacks the same thickness and $b$ is negative. If a thin layer was there before the first cycle and is measured with the film, $b$ is positive. Neither effect says anything about steady growth, so neither should be allowed to tilt the line. For late growth, the delay in cycles is the point where the line crosses zero thickness, $N_d=-b/g$.

## The slope as a weighted sum

Least squares chooses the values $\hat b$ and $\hat g$ that minimise

$$Q=\sum_i (h_i-\hat b-\hat gN_i)^2 .$$

Setting the derivatives with respect to $\hat b$ and $\hat g$ to zero, and dropping the common factor $-2$, gives

$$\sum_i (h_i-\hat b-\hat gN_i)=0,\qquad \sum_i N_i(h_i-\hat b-\hat gN_i)=0 .$$

Dividing the first condition by the number of films $n$ gives $\hat b=\bar h-\hat g\bar N$, where bars denote averages over the films. Subtracting $\bar N$ times the first condition from the second, and inserting this $\hat b$, gives

$$\sum_i (N_i-\bar N)\left[(h_i-\bar h)-\hat g(N_i-\bar N)\right]=0 .$$

The term with $\bar h$ vanishes because $\sum_i(N_i-\bar N)=0$. What remains is

$$\hat g=\sum_i w_ih_i,\qquad w_i=\frac{N_i-\bar N}{S},\qquad S=\sum_i(N_i-\bar N)^2 .$$

The weights have two useful properties. Their sum is zero. Also $\sum_i w_iN_i=1$, because $\sum_i(N_i-\bar N)N_i$ differs from $S$ by $\bar N\sum_i(N_i-\bar N)=0$. Inserting the model for $h_i$ therefore gives

$$\hat g=b\sum_i w_i+g\sum_i w_iN_i+\sum_i w_ie_i=g+\sum_i w_ie_i .$$

The intercept has dropped out, and with it any thickness offset common to all films. Since the errors have zero mean, the fitted slope is correct on average.

## The size of the error

The variance of the slope is the mean square of its error:

$$\left\langle(\hat g-g)^2\right\rangle=\sum_i\sum_j w_iw_j\langle e_ie_j\rangle .$$

Independence and zero mean make $\langle e_ie_j\rangle$ vanish for $i\ne j$, and for $i=j$ it equals $\sigma^2$. Since $\sum_iw_i^2=S/S^2=1/S$,

$$\sigma_g=\frac{\sigma}{\sqrt S} .$$

The mean cycle number is 300, and the distances from it are $-200,-100,0,100,200$. Hence

$$S=40000+10000+0+10000+40000=100000\ \text{cycles}^2,$$

$$\sigma_g=\frac{0.2\ \text{nm}}{\sqrt{100000}\ \text{cycles}}=0.00063\ \text{nm/cycle}.$$

This is 0.0063 Å/cycle. It is one standard deviation, not a limit that the error cannot pass. For a growth per cycle of 0.1 nm it amounts to 0.63 % of the slope.

In the slope, a thickness error is spread over hundreds of cycles. An error of 0.2 nm in the last film alone, whose weight is 0.002 per cycle, moves the slope by 0.0004 nm/cycle.

The derivation used the variance of the errors but not the shape of their distribution. In 200000 simulated experiments the scatter of the fitted slopes was 0.000632 nm/cycle with Gaussian errors, and the same with errors spread uniformly over an interval and having the same standard deviation.

## How it scales

For $n$ films at equal spacing $d$, write $N_i=id$ with $i=1,\dots,n$. Then $\bar N=(n+1)d/2$, and

$$\frac{S}{d^2}=\sum_i i^2-n\left(\frac{n+1}{2}\right)^2=\frac{n(n+1)(2n+1)}{6}-\frac{n(n+1)^2}{4}.$$

Taking out $n(n+1)/12$ leaves $2(2n+1)-3(n+1)=n-1$, so

$$S=\frac{d^2n(n^2-1)}{12},\qquad \sigma_g=\frac{\sigma}{d}\sqrt{\frac{12}{n(n^2-1)}} .$$

For five films this is $\sigma/(d\sqrt{10})$. The error is proportional to the thickness error and inversely proportional to the spacing. Doubling all the cycle numbers halves it, provided that $\sigma$ does not grow with thickness and growth stays linear.

The effect of adding films depends on what is held fixed. At fixed spacing, extra films also lengthen the series, and for large $n$ the error falls as $n^{-3/2}$. At fixed span $L=(n-1)d$, substitution of $d=L/(n-1)$ gives

$$S=\frac{L^2n(n+1)}{12(n-1)} .$$

For large $n$ this approaches $nL^2/12$, so the error falls only as $n^{-1/2}$. For $n=2$ and $n=3$ it gives the same value, $L^2/2$: a third film placed midway has zero weight in the slope. It can still reveal curvature, which two films cannot.

The two end films by themselves give the slope $(h_5-h_1)/400$. Their independent errors add in variance, so its standard deviation is

$$\frac{\sqrt2\,(0.2\ \text{nm})}{400\ \text{cycles}}=0.00071\ \text{nm/cycle}.$$

The three inner films thus lower the error only from 0.00071 to 0.00063 nm/cycle. They can also reveal a departure from a straight line, but only one that is not small beside the 0.2 nm errors.

## A fit with numbers

Take invented readings of 9.1, 18.8, 29.2, 38.9 and 49.1 nm. The weights are $-0.002,-0.001,0,0.001,0.002$ per cycle, so

$$\hat g=0.001\left[-2(9.1)-18.8+38.9+2(49.1)\right]=0.1001\ \text{nm/cycle}.$$

The mean reading is 29.02 nm, and the intercept is

$$\hat b=29.02-300(0.1001)=-1.01\ \text{nm}.$$

The fitted delay is $1.01/0.1001=10.1$ cycles. It is far less precise than the slope. The errors of $\bar h$ and $\hat g$ are uncorrelated because the weights sum to zero, so the intercept has standard deviation $\sigma\sqrt{1/n+\bar N^2/S}=0.21$ nm, and the delay is uncertain by about 2 cycles. The residuals, measured minus fitted thickness, are $0.10,-0.21,0.18,-0.13$ and $0.06$ nm. Their squares add to 0.107 nm².

If $\sigma$ is not known beforehand, it can be estimated from these residuals. Regard the five errors as one vector in a space of five dimensions. The fit removes its components along two perpendicular directions: the one with equal entries, and the one with entries $N_i-\bar N$. The two least-squares conditions say that the residual vector is perpendicular to both. It therefore lies in the remaining $n-2=3$ directions. Independent errors of equal variance have variance $\sigma^2$ along every unit direction, so the mean of $\sum_ir_i^2$ is $(n-2)\sigma^2$. This gives the estimate

$$s=\sqrt{\frac{\sum_i r_i^2}{n-2}}=\sqrt{\frac{0.107}{3}}=0.19\ \text{nm},$$

and a slope error $s/\sqrt S=0.00060$ nm/cycle. That this is slightly below 0.00063 nm/cycle is chance and not an improvement in the method. With only three directions left, $s$ scatters widely around $\sigma$, and for Gaussian errors it falls below $\sigma$ in about 61 % of cases.

A 95 % interval needs the shape of the error distribution. For Gaussian errors and known $\sigma$, the half-width is $1.96\,\sigma_g=0.0012$ nm/cycle. When $s$ replaces $\sigma$, the divisor itself fluctuates. For Gaussian errors, components along perpendicular directions are independent, so the slope error is independent of $s$. The ratio $(\hat g-g)\sqrt S/s$ is then a Gaussian variable divided by an independent root-mean-square of three others, which defines Student's distribution with three degrees of freedom. Its 95 % factor is 3.18, and the half-width for these readings is $3.18\times0.00060=0.0019$ nm/cycle.

The difference matters with so few films. In the simulated Gaussian experiments, intervals built from $s$ with the factor 3.18 contained the true slope in 95.0 % of cases. With the factor 1.96 they did so in 85.5 %.

## If the line is forced through the origin

Setting $b=0$ in the fit leaves one condition, $\sum_iN_i(h_i-\hat g_0N_i)=0$, so

$$\hat g_0=\frac{\sum_iN_ih_i}{\sum_iN_i^2}.$$

Inserting the model $h_i=b+gN_i+e_i$ gives

$$\hat g_0-g=b\,\frac{\sum_iN_i}{\sum_iN_i^2}+\frac{\sum_iN_ie_i}{\sum_iN_i^2}.$$

The second term has standard deviation $\sigma/\sqrt{\sum_iN_i^2}$. With $\sum_iN_i^2=550000$ cycles², this is 0.00027 nm/cycle, less than half the error of the free fit. The gain comes from treating zero thickness at zero cycles as certain knowledge.

If that knowledge is false, the first term is a bias. A delay of 10 cycles at 0.1 nm/cycle means $b=-1$ nm, and the bias is

$$-\frac{1500}{550000}=-0.0027\ \text{nm/cycle}.$$

This is about ten times the random error of the same fit. The forced line has the smaller mean-square error only while the squared bias plus $0.00027^2$ stays below $0.00063^2$, that is for $|b|$ below about 0.21 nm, or about 2 cycles of delay. This must be known beforehand, because the five films fix $b$ only to about that precision. Here the forced line is a poor choice.

## What the estimate leaves out

**A shared scale error.** Suppose the thickness gauge reads every film too thick by a fraction $\epsilon$. A wrong refractive index in an optical measurement also gives an error shared by all films, but its fraction can change considerably with thickness, and the slope then need not shift by the same fraction as any one film. For a constant fraction, every $h_i$ is multiplied by $1+\epsilon$, and so is the slope. For $\epsilon=1$ % and $g=0.1$ nm/cycle, the shift is 0.0010 nm/cycle, larger than $\sigma_g$. The points still lie on a straight line, so the residuals give no warning, and more films measured with the same gauge do not reduce the shift.

**Variation between runs.** Each film comes from its own run, and the growth per cycle may differ a little from run to run. Let the fractional variation be independent with standard deviation $\rho$, and let it act on the thickness $gN_i$, neglecting the small correction for the delay. The added slope error is

$$\sigma_{\rm run}=\rho g\sqrt{\sum_i(w_iN_i)^2}.$$

For $\rho=1$ %, the thickness variations are 0.1, 0.2, 0.3, 0.4 and 0.5 nm. Multiplied by the weights, they contribute $-2,-2,0,4$ and 10, in units of $10^{-4}$ nm/cycle. Their squares add to 124, so

$$\sigma_{\rm run}=\sqrt{124}\times10^{-4}=0.0011\ \text{nm/cycle}.$$

If this variation is independent of the 0.2 nm errors, the variances add:

$$\sqrt{0.00063^2+0.0011^2}=0.0013\ \text{nm/cycle}.$$

This contribution also scales differently. If all cycle numbers are doubled, the weights are halved and the products $w_iN_i$ stay the same. Multiplying all the cycle numbers by the same factor above one therefore reduces the effect of fixed thickness errors but not that of fractional run variation. Repeating the whole series independently and averaging the slopes reduces both.

**A start that is still fading.** A pure delay leaves the slope unchanged, but slow early growth may recover gradually. A simple model for the growth rate after $N$ cycles is

$$\frac{dh}{dN}=g\left(1-\frac{N_d}{N_t}e^{-N/N_t}\right),$$

with $N_t$ the number of cycles over which the disturbance fades. The model needs $N_d\le N_t$, since otherwise the rate at the start would be negative. Integration from $h=0$ at $N=0$ gives

$$h=g\left[N-N_d\left(1-e^{-N/N_t}\right)\right]=g(N-N_d)+gN_de^{-N/N_t}.$$

The last term is the departure from the final straight line. Passing it through the weights gives the slope shift

$$\Delta g=gN_d\sum_iw_ie^{-N_i/N_t}.$$

For $N_d=10$ and $N_t=50$ cycles, $gN_d=1$ nm, and the shift is $-0.00029$ nm/cycle. The sign is negative because the first film lies above the final line and lifts its lower end. The shift is smaller than $\sigma_g$ here. It becomes negligible when the first film is many times $N_t$ cycles long. With the same $N_d$, a slower fade over 100 or 200 cycles would make it larger than $\sigma_g$. The departures from the fitted line would still be below 0.1 nm, too small for five films with 0.2 nm errors to show reliably.

**Temperature.** If growth falls by 0.2 % per kelvin and all runs are 2 K hotter than stated, the growth per cycle changes by $-0.0004$ nm/cycle. This is a real change in growth, which the fit reports correctly. The mistake would be to assign the result to the stated temperature.

## One film measured five times

Suppose that a single film is grown to 500 cycles and measured after each block of 100. If the 0.2 nm is an independent reading error at each stop, the original formula still holds. If it is instead a random variation in the thickness added by each block, the errors are no longer independent, because a later thickness contains all the earlier variations.

Let $u_k$ be the variation in block $k$. The thickness error at stop $i$ is $\sum_{k\le i}u_k$, and the slope error is

$$\sum_iw_i\sum_{k\le i}u_k=\sum_ku_kT_k,\qquad T_k=\sum_{i\ge k}w_i .$$

The order of summation has been exchanged: $u_k$ enters every stop from $k$ onwards. Summing the weights from the end gives $T_k=0,0.002,0.003,0.003,0.002$ per cycle. The first is zero because a variation in the first block shifts all five readings equally. For independent $u_k$ of standard deviation 0.2 nm,

$$\sigma\sqrt{\sum_kT_k^2}=0.2\sqrt{26}\times10^{-3}=0.0010\ \text{nm/cycle}.$$

The same figure of 0.2 nm thus leads to a different slope error when it describes accumulated growth and not separate films. The estimate $s/\sqrt S$ and the Student interval assume independent errors and do not apply here: the residuals typically understate the slope error by more than a factor of two.

## Beside a real process

A growth per cycle near 0.1 nm is a rough typical value for thermal deposition of an oxide from a metal alkyl and water. A thickness error of 0.2 nm is a plausible round figure for routine optical measurement of such films. The delay of 10 cycles is a choice: it depends strongly on the substrate, and can be close to zero on a surface rich in hydroxyl groups. The 1 % scale error, the 1 % run variation and the temperature figures are likewise assumptions, used to compare sizes. The basic formula assumes that all thickness errors are independent and equal, which run variation and a shared gauge error both violate. With the run variation assumed here, the random error doubles from 0.00063 to 0.0013 nm/cycle, and the gauge may add a shared shift of 0.0010 nm/cycle.

The value 0.0006 nm/cycle is therefore the precision of the fitted slope under the stated conditions. It becomes the accuracy of the growth per cycle only if scale error, run variation and curvature are small beside it. For 0.1 nm/cycle, the first two must be well below about 0.6 %. The numerical output lists the main values.

## Computed results

```
Cycle numbers: [100 200 300 400 500]
Thickness error sigma: 0.2 nm
Mean cycle number: 300 cycles
Sum of squared distances S: 100000 cycles^2
Slope weights w: [-0.002 -0.001  0.     0.001  0.002] 1/cycle
Slope standard deviation, formula: 0.000632 nm/cycle
Same, simulated, Gaussian errors: 0.000632 nm/cycle
Same, simulated, uniform errors: 0.000632 nm/cycle
Simulated experiments: 200000
Same in angstrom: 0.00632 angstrom/cycle
Assumed growth per cycle: 0.100 nm/cycle
Relative slope error: 0.63 %
Assumed delay: 10 cycles
Invented readings: [ 9.1 18.8 29.2 38.9 49.1] nm
Mean reading: 29.020 nm
Fitted growth per cycle: 0.10010 nm/cycle
Fitted intercept: -1.010 nm
Fitted delay: 10.09 cycles
Residuals: [ 0.1  -0.21  0.18 -0.13  0.06] nm
Sum of squared residuals: 0.1070 nm^2
Sigma estimated from residuals: 0.1889 nm
Slope error from residuals: 0.000597 nm/cycle
95 % factor, sigma known: 1.960
95 % factor, sigma estimated: 3.182
95 % half-width, sigma known: 0.00124 nm/cycle
95 % half-width, estimated: 0.00190 nm/cycle
Simulated coverage, sigma known: 95.0 %
Simulated coverage, Student factor: 95.0 %
Simulated coverage, wrong normal factor: 85.5 %
Error from end films alone: 0.000707 nm/cycle
Sum of squared cycle numbers: 550000 cycles^2
Random error, line through origin: 0.000270 nm/cycle
True intercept of the model line: -1.00 nm
Bias, line through origin: -0.002727 nm/cycle
Assumed gauge scale error: 1.0 %
Shift from gauge scale error: 0.001000 nm/cycle
Assumed run-to-run variation: 1.0 %
Slope error from run variation: 0.001114 nm/cycle
Thickness and run errors together: 0.001281 nm/cycle
Assumed transient decay: 50 cycles
Shift from nucleation transient: -0.000289 nm/cycle
Assumed temperature coefficient: -0.2 %/K
Assumed temperature offset: 2 K
Shift from temperature offset: -0.000400 nm/cycle
Tail sums of weights: [0.    0.002 0.003 0.003 0.002] 1/cycle
Slope error, one film at five stops: 0.001020 nm/cycle
```
